# Dipolar Zero-Field Splitting of a Two-Electron Triplet: test program

```python
"""
Zero-field splitting of a two-electron triplet from the magnetic dipole coupling.
Result under test: on the triplet,
    C * sum_ab <K_ab> s1a s2b = S.D.S,   D_ab = (C/2) <K_ab>,
    K_ab = (r^2 delta_ab - 3 r_a r_b)/r^5,   C = (mu0/4pi) g^2 muB^2,
with levels D/3 - E (Tx), D/3 + E (Ty), -2D/3 (Tz),
where D = 3 D_z/2 and E = (D_x - D_y)/2 in principal axes.
r = r1 - r2; spins are in units of hbar; lengths in angstrom; energies in cm^-1.
Model triplet: one electron in a Gaussian with widths a_x, a_y, a_z and one
in the same Gaussian times sqrt(2) z/a_z, combined in a determinant.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad

# ---------- constants ----------
g_e = abs(const.physical_constants["electron g factor"][0])
mu_B = const.physical_constants["Bohr magneton"][0]
joule_per_cm = const.h * const.c * 100.0
C = const.mu_0 / (4 * np.pi) * (g_e * mu_B) ** 2 / joule_per_cm * 1e30
GHz_per_cm = const.c * 100.0 / 1e9

# ---------- the kernel is minus the second derivative of 1/r ----------
xyz = sp.symbols("x y z", positive=True)
r_sym = sp.sqrt(sum(q ** 2 for q in xyz))
for i in range(3):
    for j in range(3):
        kernel = ((r_sym ** 2 if i == j else 0) - 3 * xyz[i] * xyz[j]) / r_sym ** 5
        assert sp.simplify(kernel + sp.diff(1 / r_sym, xyz[i], xyz[j])) == 0

# ---------- spin operators of two electrons, basis aa, ab, ba, bb ----------
half = [0.5 * np.array([[0, 1], [1, 0]], complex),
        0.5 * np.array([[0, -1j], [1j, 0]], complex),
        0.5 * np.array([[1, 0], [0, -1]], complex)]
s1 = [np.kron(s, np.eye(2)) for s in half]
s2 = [np.kron(np.eye(2), s) for s in half]
S = [p + q for p, q in zip(s1, s2)]
triplet = np.array([[-1, 0, 0, 1], [1j, 0, 0, 1j], [0, 1, 1, 0]]).T / np.sqrt(2)
singlet = np.array([0, 1, -1, 0]) / np.sqrt(2)


def bilinear(tensor, left, right):
    return sum(tensor[i, j] * left[i] @ right[j]
               for i in range(3) for j in range(3))


rng = np.random.default_rng(7)
sym = rng.normal(size=(3, 3))
sym = sym + sym.T
assert np.allclose(bilinear(sym, s1, s2),
                   0.5 * bilinear(sym, S, S) - np.trace(sym) / 4 * np.eye(4))
traceless = sym - np.trace(sym) / 3 * np.eye(3)
dipolar_random = bilinear(traceless, s1, s2)
assert np.allclose(dipolar_random @ singlet, 0)
for k in range(3):
    assert np.allclose(S[k] @ triplet[:, k], 0)

# A tensor in a general frame: levels are minus its principal values
random_levels = np.linalg.eigvalsh(
    triplet.conj().T @ bilinear(traceless, S, S) @ triplet)
assert np.allclose(random_levels, np.sort(-np.linalg.eigvalsh(traceless)))

# Two-parameter form of the spin Hamiltonian on the triplet
principal = np.linalg.eigvalsh(traceless)
D_r, E_r = 1.5 * principal[2], 0.5 * (principal[0] - principal[1])
two_parameter = (D_r * (S[2] @ S[2] - 2 / 3 * np.eye(4))
                 + E_r * (S[0] @ S[0] - S[1] @ S[1]))
difference = two_parameter - bilinear(np.diag(principal), S, S)
assert np.allclose(triplet.conj().T @ difference @ triplet, 0)


# ---------- spatial averages by three-dimensional quadrature ----------
def kernel_integrals(density, r_max):
    """Return the integrals of density*K_ab, density, and density*r^2."""
    node, weight = np.polynomial.legendre.leggauss(120)
    r = (0.5 * r_max * (node + 1))[:, None, None]
    w_r = (0.5 * r_max * weight)[:, None, None]
    cos_t = node[None, :, None]
    sin_t = np.sqrt(1 - cos_t ** 2)
    phi = (2 * np.pi * np.arange(64) / 64)[None, None, :]
    one = np.ones((120, 120, 64))
    unit = [sin_t * np.cos(phi) * one, sin_t * np.sin(phi) * one, cos_t * one]
    w = w_r * weight[None, :, None] * (2 * np.pi / 64) * r ** 2
    w = w * density(r * unit[0], r * unit[1], r * unit[2])
    tensor = np.array([[np.sum(w / r ** 3 * ((i == j) - 3 * unit[i] * unit[j]))
                        for j in range(3)] for i in range(3)])
    return tensor, np.sum(w), np.sum(w * r ** 2)


a = np.array([0.8, 1.5, 2.0])


def pair_density(x, y, z):
    return z ** 2 * np.exp(-0.5 * ((x / a[0]) ** 2 + (y / a[1]) ** 2
                                   + (z / a[2]) ** 2))


raw, norm, second_moment = kernel_integrals(pair_density, 20.0)
K_quad = raw / norm
rms_distance = np.sqrt(second_moment / norm)
assert abs(rms_distance ** 2 - (a[0]**2 + a[1]**2 + 3 * a[2]**2)) < 1e-6

# The short-distance part falls as the square of the radius
inner_ratio = (kernel_integrals(pair_density, 0.02)[0][2, 2]
               / kernel_integrals(pair_density, 0.01)[0][2, 2])
assert abs(inner_ratio - 4) < 0.01


# ---------- the same averages from one-dimensional integrals ----------
def moments(width):
    """<r_k^2/r^5> for k = x, y, z in the model triplet."""
    result = []
    for k in range(3):
        def integrand(t):
            stretch = 1 + 2 * t * width ** 2
            v = width ** 2 / stretch
            factor = 3 if k == 2 else 1
            return (t ** 1.5 * factor * v[k] * v[2] / width[2] ** 2
                    / np.sqrt(np.prod(stretch)))
        value = quad(integrand, 0, np.inf, epsabs=1e-12, epsrel=1e-10,
                     limit=400)[0]
        result.append(4 / (3 * np.sqrt(np.pi)) * value)
    return np.array(result)


M = moments(a)
D = 0.75 * C * (M[0] + M[1] - 2 * M[2])
E = 0.75 * C * (M[1] - M[0])
D_axes = np.array([-D / 3 + E, -D / 3 - E, 2 * D / 3])
assert np.allclose(0.5 * C * K_quad, np.diag(D_axes), atol=1e-6 * abs(D))
assert np.argmax(abs(D_axes)) == 2 and abs(E) <= abs(D) / 3

# Equal widths: closed form
M_iso = moments(np.array([1.0, 1.0, 1.0]))
iso_numeric = 0.75 * (M_iso[0] + M_iso[1] - 2 * M_iso[2])
iso_closed = -np.sqrt(2) / (5 * np.sqrt(np.pi))
assert abs(iso_numeric - iso_closed) < 1e-7

# ---------- levels from the two-spin operator itself ----------
H_spins = C * bilinear(K_quad, s1, s2)
H_triplet = triplet.conj().T @ H_spins @ triplet
levels = np.array([D / 3 - E, D / 3 + E, -2 * D / 3])
assert np.allclose(H_triplet, np.diag(levels), atol=1e-6 * abs(D))
assert np.allclose(np.linalg.eigvalsh(H_triplet), np.sort(levels),
                   atol=1e-6 * abs(D))

# ---------- six-dimensional sampling of the determinant ----------
n_samples = 1_000_000
r1 = rng.normal(size=(n_samples, 3)) * a / np.sqrt(2)
r2 = rng.normal(size=(n_samples, 3)) * a / np.sqrt(2)
excited1, excited2 = (np.sqrt(2) * q[:, 2] / a[2] for q in (r1, r2))
det_weight = 0.5 * (excited2 - excited1) ** 2
sep = r1 - r2
dist = np.sqrt(np.sum(sep ** 2, axis=1))
sample_D = 0.75 * C * det_weight * (dist**2 - 3 * sep[:, 2]**2) / dist**5
sample_E = 0.75 * C * det_weight * (sep[:, 1]**2 - sep[:, 0]**2) / dist**5
D_mc, E_mc = sample_D.mean(), sample_E.mean()
D_err, E_err = (q.std() / np.sqrt(n_samples) for q in (sample_D, sample_E))
# Five standard errors is the statistical allowance
assert abs(D_mc - D) < 5 * D_err and D_err < 0.02 * abs(D)
assert abs(E_mc - E) < 5 * E_err and E_err < 0.02 * abs(D)

# ---------- distant localized electrons behave as point dipoles ----------
R = 10.0


def distant_pair(x, y, z):
    rho2 = x ** 2 + y ** 2
    return (np.exp(-0.5 * (rho2 + (z - R) ** 2))
            + np.exp(-0.5 * (rho2 + (z + R) ** 2))
            - 2 * np.exp(-0.5 * (rho2 + z ** 2 + R ** 2)))


raw_far, norm_far, _ = kernel_integrals(distant_pair, 20.0)
K_far = raw_far / norm_far
D_far = 0.75 * C * K_far[2, 2]
E_far = 0.25 * C * (K_far[0, 0] - K_far[1, 1])
D_point = -1.5 * C / R ** 3
assert abs(D_far / D_point - 1) < 1e-6 and abs(E_far) < 1e-6 * abs(D_point)
R_equiv = (1.5 * C / abs(D)) ** (1 / 3)

# ---------- output ----------
print(f"electron g factor (magnitude): {g_e:.6f}")
print(f"dipolar constant C: {C:.5f} cm^-1 angstrom^3")
for name, value in zip("xyz", a):
    print(f"width a_{name}: {value:.1f} angstrom")
for name, value in zip("xyz", M):
    print(f"M_{name} = <{name}^2/r^5>: {value:.6f} angstrom^-3")
for name, value in zip("xyz", D_axes):
    print(f"tensor component D_{name}: {value:.6f} cm^-1")
print(f"sum of tensor components (quadrature): "
      f"{abs(0.5 * C * np.trace(K_quad)):.1e} cm^-1 (magnitude)")
print(f"axial parameter D: {D:.6f} cm^-1 = {D * GHz_per_cm:.4f} GHz")
print(f"rhombic parameter E: {E:.6f} cm^-1 = {E * GHz_per_cm:.4f} GHz")
print(f"ratio |E/D|: {abs(E / D):.4f}")
for name, value in zip("xyz", levels):
    print(f"level T_{name}: {value:.6f} cm^-1")
print(f"gap T_z to T_x, |D-E|: {abs(D-E):.6f} cm^-1"
      f" = {abs(D-E) * GHz_per_cm:.4f} GHz")
print(f"gap T_z to T_y, |D+E|: {abs(D+E):.6f} cm^-1"
      f" = {abs(D+E) * GHz_per_cm:.4f} GHz")
print(f"gap T_x to T_y, 2|E|: {2*abs(E):.6f} cm^-1"
      f" = {2*abs(E) * GHz_per_cm:.4f} GHz")
print(f"D from 3D quadrature: {0.75 * C * K_quad[2, 2]:.6f} cm^-1")
print(f"E from 3D quadrature: "
      f"{0.25 * C * (K_quad[0, 0] - K_quad[1, 1]):.6f} cm^-1")
print(f"D from 6D sampling: {D_mc:.5f} +/- {D_err:.5f} cm^-1")
print(f"E from 6D sampling: {E_mc:.5f} +/- {E_err:.5f} cm^-1")
print(f"equal widths, D a^3/C, integral: {iso_numeric:.6f} (no unit)")
print(f"equal widths, D a^3/C, closed form: {iso_closed:.6f} (no unit)")
print(f"inner part, radius 0.02 over 0.01 angstrom: {inner_ratio:.4f} (ratio)")
print(f"distant pair, separation R: {R:.1f} angstrom")
print(f"distant pair, D by quadrature: {D_far:.7f} cm^-1")
print(f"distant pair, -3C/(2R^3): {D_point:.7f} cm^-1")
print(f"rms electron distance in the model: {rms_distance:.4f} angstrom")
print(f"point-dipole distance giving the same D: {R_equiv:.4f} angstrom")
print("all tests passed")
```

Running it gives:

```
electron g factor (magnitude): 2.002319
dipolar constant C: 1.73590 cm^-1 angstrom^3
width a_x: 0.8 angstrom
width a_y: 1.5 angstrom
width a_z: 2.0 angstrom
M_x = <x^2/r^5>: 0.007625 angstrom^-3
M_y = <y^2/r^5>: 0.012008 angstrom^-3
M_z = <z^2/r^5>: 0.041812 angstrom^-3
tensor component D_x: 0.033476 cm^-1
tensor component D_y: 0.022065 cm^-1
tensor component D_z: -0.055542 cm^-1
sum of tensor components (quadrature): 0.0e+00 cm^-1 (magnitude)
axial parameter D: -0.083312 cm^-1 = -2.4976 GHz
rhombic parameter E: 0.005706 cm^-1 = 0.1711 GHz
ratio |E/D|: 0.0685
level T_x: -0.033476 cm^-1
level T_y: -0.022065 cm^-1
level T_z: 0.055542 cm^-1
gap T_z to T_x, |D-E|: 0.089018 cm^-1 = 2.6687 GHz
gap T_z to T_y, |D+E|: 0.077607 cm^-1 = 2.3266 GHz
gap T_x to T_y, 2|E|: 0.011411 cm^-1 = 0.3421 GHz
D from 3D quadrature: -0.083312 cm^-1
E from 3D quadrature: 0.005706 cm^-1
D from 6D sampling: -0.08319 +/- 0.00014 cm^-1
E from 6D sampling: 0.00575 +/- 0.00003 cm^-1
equal widths, D a^3/C, integral: -0.159577 (no unit)
equal widths, D a^3/C, closed form: -0.159577 (no unit)
inner part, radius 0.02 over 0.01 angstrom: 3.9999 (ratio)
distant pair, separation R: 10.0 angstrom
distant pair, D by quadrature: -0.0026039 cm^-1
distant pair, -3C/(2R^3): -0.0026039 cm^-1
rms electron distance in the model: 3.8588 angstrom
point-dipole distance giving the same D: 3.1499 angstrom
all tests passed
```
